# Foldy-Wouthuysen Hamiltonian and Zeeman Energies of an Electron in Static Fields, part 1

(Sections cited here and not found follow in the later parts.)

## Definitions and conventions

Hartree atomic units built on SI are used: $\hbar = m = e = 1$, the electron has charge $-1$, the speed of light is $c = 1/\alpha$ with $\alpha$ the fine-structure constant, and the Bohr magneton is $\mu_B = 1/2$. The external fields derive from time-independent potentials $\phi(\mathbf r)$ and $\mathbf A(\mathbf r)$. The potential energy of the electron is $V = -\phi$, so the electric field is $\mathbf F = -\nabla\phi = \nabla V$, and the magnetic field is $\mathbf B = \nabla\times\mathbf A$. The canonical momentum is $\mathbf p = -i\nabla$ and the kinetic momentum is

$$\boldsymbol\pi = \mathbf p + \mathbf A .$$

Repeated Cartesian indices are summed. A symbol such as $\partial_i V$, $\nabla V$ or $\nabla^2 V$ denotes multiplication by that function: the derivative acts on $V$ alone. For any function $f$, the product rule gives $[\pi_i, f] = -i\,\partial_i f$, because $A_i$ commutes with $f$. The anticommutator is $\{X,Y\} = XY + YX$, and $\pi^4$ means $(\pi^2)^2$ with $\pi^2 = \pi_i\pi_i$.

The Dirac matrices are taken in the standard representation, in $2\times2$ blocks,

$$\beta = \begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad \alpha_i = \begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\qquad \Sigma_i = \begin{pmatrix}\sigma_i&0\\0&\sigma_i\end{pmatrix}.$$

Block multiplication gives $\alpha_i\alpha_j = \mathrm{diag}(\sigma_i\sigma_j,\sigma_i\sigma_j)$, and the Pauli rule $\sigma_i\sigma_j = \delta_{ij} + i\epsilon_{ijk}\sigma_k$ then yields

$$\alpha_i\alpha_j = \delta_{ij} + i\epsilon_{ijk}\Sigma_k. \tag{1}$$

An operator is *even* if it commutes with $\beta$ (it is block diagonal) and *odd* if it anticommutes with $\beta$ (it is block off-diagonal). A product of two even or two odd operators is even, and a product of an even and an odd operator is odd. The Dirac Hamiltonian is

$$H = \beta c^2 + c\,\mathcal O + \mathcal E,\qquad \mathcal O = \boldsymbol\alpha\cdot\boldsymbol\pi\ \text{(odd)},\qquad \mathcal E = V\ \text{(even)}. \tag{2}$$

The script letter $\mathcal O$ is this operator; the plain $O(c^{-n})$ is the order symbol. For operators $S$ and $X$, $\mathrm{ad}_S X = [S,X]$.

Orders are counted with $\boldsymbol\pi$, $V$ and $\mathbf B$ held fixed as $c\to\infty$, so all three are of order $c^0$. In Gaussian units one writes $\boldsymbol\pi = \mathbf p + \mathbf A_G/c$; the factor $1/c$ there belongs to the unit of the field and is not counted. A term called $c^{-2}$ and linear in $\mathbf B$ here carries $c^{-3}$ explicitly in Gaussian notation.

## Assumptions

(A1) The fields are static, classical and smooth. In particular $\partial_i\partial_j V = \partial_j\partial_i V$, that is $\nabla\times\mathbf F = 0$.

(A2) The particle is a single Dirac electron, with no anomalous magnetic moment, no nuclear motion and no nuclear spin.

(A3) The expansion in $1/c$ is meant in one of two senses. If $\mathcal O$ and $\mathcal E$ are bounded, as they are in any finite basis, all series below converge and the order symbols are bounds on operator norms. This sense applies to Lemmas 1 to 3, that is to the abstract form (5); the commutator rules used in Lemmas 4 to 6 to reach the explicit form (3) hold for the full operators and not for their truncations to a finite basis. For the unbounded operators of (2) the expansion is a formal series, asymptotic on states whose kinetic energy, potential energy and magnetic energy $\mu_B B$ are small compared with $c^2$, and the $c^{-2}$ terms are to be used in first-order perturbation theory.

## The theorem

**Theorem.** Under (A1) to (A3) there is a unitary $U = e^{S_2}e^{S_1}$ such that $UHU^\dagger$ is block diagonal up to odd terms $O(c^{-3})$, and its upper (electron) block is $c^2 + H_{FW} + O(c^{-4})$ with

$$H_{FW} = \frac{\pi^2}{2} + V + \frac12\boldsymbol\sigma\cdot\mathbf B + \frac{1}{c^2}\left[-\frac{\pi^4}{8} - \frac{\{\pi^2,\boldsymbol\sigma\cdot\mathbf B\}}{8} - \frac{B^2}{8} + \frac{\nabla^2V}{8} + \frac{\boldsymbol\sigma\cdot(\nabla V\times\boldsymbol\pi)}{4}\right]. \tag{3}$$

The electron energies of $H$ and of $c^2 + H_{FW}$ differ by $O(c^{-4})$. Each term of (3) is Hermitian and gauge covariant. The last term is the spin-orbit coupling, which contains $\boldsymbol\pi$ and not $\mathbf p$; the second term in the bracket is the kinetic-energy correction to the spin Zeeman term $\frac12\boldsymbol\sigma\cdot\mathbf B$.

Lemmas 1 to 3 use only the facts that $\mathcal O$ is odd and Hermitian and $\mathcal E$ is even and Hermitian. Lemmas 4 to 6 use the explicit forms.

## The abstract transformation

**Lemma 1.** $e^{S}Xe^{-S} = \sum_{n\ge0}\frac{1}{n!}\mathrm{ad}_S^{\,n}X$. If $Y$ is odd and Hermitian and $\kappa$ is real, then $S = \kappa\beta Y$ is odd and anti-Hermitian, $e^S$ is unitary, and

$$[\beta Y,\beta] = -2Y,\qquad [\beta Y, Y] = 2\beta Y^2. \tag{4}$$

*Proof.* Let $G(s) = e^{sS}Xe^{-sS}$. Then $G'(s) = SG - GS = \mathrm{ad}_S G$, so $G^{(n)}(0) = \mathrm{ad}_S^{\,n}X$, and the Taylor series at $s=1$ is the claim. For bounded operators $\|\mathrm{ad}_S^{\,n}X\|\le(2\|S\|)^n\|X\|$, so the series converges and its tail is bounded by a constant times the first omitted power of $\|S\|$. Next, $(\beta Y)^\dagger = Y\beta = -\beta Y$, so $S^\dagger = -S$ and $(e^S)^\dagger = e^{-S}$. With $\beta^2 = 1$ and $Y\beta = -\beta Y$ one has $\beta Y\beta - \beta\beta Y = -Y - Y$, and $\beta YY - Y\beta Y = \beta Y^2 + \beta Y^2$. $\blacksquare$

**Lemma 2 (first transformation).** With $S_1 = \beta\mathcal O/2c$,

$$e^{S_1}He^{-S_1} = \beta c^2 + \mathcal E_1 + \mathcal O_1,$$

$$\mathcal E_1 = \frac{\beta\mathcal O^2}{2} + \mathcal E - \frac{\beta\mathcal O^4 + [\mathcal O,[\mathcal O,\mathcal E]]}{8c^2} + O(c^{-4}),\qquad \mathcal O_1 = \mathcal O' + O(c^{-3}), \tag{5}$$

$$\mathcal O' = \frac{\beta[\mathcal O,\mathcal E]}{2c} - \frac{\mathcal O^3}{3c},$$

where $\mathcal E_1$ is even and $\mathcal O_1$, $\mathcal O'$ are odd and Hermitian.

*Proof.* Write $\mathrm{ad}$ for $\mathrm{ad}_{S_1}$. The first relation of (4) gives $\mathrm{ad}(\beta c^2) = \frac{c^2}{2c}(-2\mathcal O) = -c\mathcal O$. This is the reason for the choice of $S_1$: the $n=1$ term of the series for $\beta c^2$ cancels the $n=0$ term of the series for $c\mathcal O$. It also gives $\mathrm{ad}^{\,n+1}(\beta c^2) = -\mathrm{ad}^{\,n}(c\mathcal O)$ for all $n$, so the two series combine into

$$e^{S_1}(\beta c^2 + c\mathcal O)e^{-S_1} = \beta c^2 + \sum_{n\ge1}\left[\frac1{n!} - \frac1{(n+1)!}\right]\mathrm{ad}^{\,n}(c\mathcal O).$$

The weights are $1-\frac12 = \frac12$, $\frac12-\frac16 = \frac13$ and $\frac16-\frac1{24} = \frac18$ for $n = 1,2,3$. The commutators follow by moving $\beta$ to the left, with a sign change for each odd power of $\mathcal O$ that it passes:

$$\mathrm{ad}(c\mathcal O) = \tfrac12[\beta\mathcal O,\mathcal O] = \beta\mathcal O^2,$$

$$\mathrm{ad}^2(c\mathcal O) = \frac1{2c}\left(\beta\mathcal O\beta\mathcal O^2 - \beta\mathcal O^2\beta\mathcal O\right) = \frac1{2c}\left(-\mathcal O^3 - \mathcal O^3\right) = -\frac{\mathcal O^3}{c},$$

$$\mathrm{ad}^3(c\mathcal O) = -\frac1{2c^2}\left(\beta\mathcal O^4 - \mathcal O^3\beta\mathcal O\right) = -\frac1{2c^2}\left(\beta\mathcal O^4 + \beta\mathcal O^4\right) = -\frac{\beta\mathcal O^4}{c^2}.$$

With the weights these contribute $\beta\mathcal O^2/2$, $-\mathcal O^3/3c$ and $-\beta\mathcal O^4/8c^2$. Each further commutator brings a factor $1/c$ and, since $S_1$ is odd, flips the parity: $n=4$ is odd and $O(c^{-3})$, $n=5$ is even and $O(c^{-4})$.

For $\mathcal E$, which commutes with $\beta$,

$$\mathrm{ad}\,\mathcal E = \frac1{2c}\left(\beta\mathcal O\mathcal E - \mathcal E\beta\mathcal O\right) = \frac{\beta[\mathcal O,\mathcal E]}{2c}.$$

Put $C = [\mathcal O,\mathcal E]$, which is odd. Then $\beta\mathcal O\beta C = -\mathcal OC$ and $\beta C\beta\mathcal O = -C\mathcal O$, so

$$\frac1{2!}\mathrm{ad}^2\mathcal E = \frac12\cdot\frac1{4c^2}\left(\beta\mathcal O\beta C - \beta C\beta\mathcal O\right) = -\frac{[\mathcal O,C]}{8c^2}.$$

The term $n=3$ is odd and $O(c^{-3})$, and $n=4$ is even and $O(c^{-4})$. Sorting by parity gives (5). Finally $C^\dagger = -C$, so $(\beta C)^\dagger = -C\beta = \beta C$, and $\mathcal O'$ is Hermitian. $\blacksquare$

**Lemma 3 (second transformation).** With $S_2 = \beta\mathcal O'/2c^2$, the operator $e^{S_2}(\beta c^2 + \mathcal E_1 + \mathcal O_1)e^{-S_2}$ has even part $\beta c^2 + \mathcal E_1 + O(c^{-4})$ and odd part $O(c^{-3})$. The remaining odd part does not affect the energies at order $c^{-4}$ or lower.

*Proof.* $S_2$ is odd, anti-Hermitian by Lemma 1, and $O(c^{-3})$. By (4), $[S_2,\beta c^2] = -\mathcal O'$, which cancels $\mathcal O_1$ up to $O(c^{-3})$. The commutator $[S_2,\mathcal E_1]$ is odd and of order $c^{-3}\cdot c^0$. The new even terms are $[S_2,\mathcal O_1]$ and $\frac12[S_2,[S_2,\beta c^2]] = -\frac12[S_2,\mathcal O']$; by the second relation of (4) their sum is $\beta\mathcal O'^2/2c^2$ at leading order, which is $O(c^{-4})$. All higher commutators carry further factors $c^{-3}$. Let $R = O(c^{-3})$ be the odd remainder. The same argument with $S_3 = \beta R/2c^2 = O(c^{-5})$ removes $R$, leaves an odd term $O(c^{-5})$ and changes the even part by $\beta R^2/2c^2 = O(c^{-8})$. After this third step the transformed operator differs from the block-diagonal expression displayed in (5) by a Hermitian operator of norm $O(c^{-4})$, and a Hermitian perturbation moves no eigenvalue by more than its norm. $\blacksquare$

The second transformation adds nothing to the Hamiltonian at order $c^{-2}$, but it cannot be skipped in the argument. After the first step an odd term of order $c^{-1}$ is still present, nominally larger than the $c^{-2}$ terms that are kept. It is harmless only because it couples states separated by the gap $2c^2$, so that its effect is of size $(c^{-1})^2/c^2$.

## The explicit operators

**Lemma 4.** $\mathcal O^2 = \pi^2 + \boldsymbol\Sigma\cdot\mathbf B$ and $\mathcal O^4 = \pi^4 + \{\pi^2,\boldsymbol\Sigma\cdot\mathbf B\} + B^2$.

*Proof.* The components of $\boldsymbol\pi$ do not commute:

$$[\pi_i,\pi_j] = [p_i,A_j] + [A_i,p_j] = -i\,\partial_iA_j + i\,\partial_jA_i = -i\epsilon_{ijl}B_l. \tag{6}$$

By (1), $\mathcal O^2 = \alpha_i\alpha_j\pi_i\pi_j = \pi^2 + i\epsilon_{ijk}\Sigma_k\pi_i\pi_j$. Because $\epsilon_{ijk}$ is antisymmetric in $i,j$, the product $\pi_i\pi_j$ may be replaced by $\frac12[\pi_i,\pi_j]$. With (6) and $\epsilon_{ijk}\epsilon_{ijl} = 2\delta_{kl}$ the second term is $i\cdot\frac12\cdot(-i)\cdot2\,\Sigma_kB_k = \boldsymbol\Sigma\cdot\mathbf B$. Squaring gives $\mathcal O^4 = \pi^4 + \pi^2(\boldsymbol\Sigma\cdot\mathbf B) + (\boldsymbol\Sigma\cdot\mathbf B)\pi^2 + (\boldsymbol\Sigma\cdot\mathbf B)^2$. The components $B_i$ commute with one another, so the antisymmetric part of $\Sigma_i\Sigma_j$ drops out and $(\boldsymbol\Sigma\cdot\mathbf B)^2 = B^2$. $\blacksquare$

For a non-uniform field $\pi^2$ does not commute with $\mathbf B(\mathbf r)$, so the two cross terms cannot be merged into $2\pi^2\,\boldsymbol\Sigma\cdot\mathbf B$, which is not Hermitian.

**Lemma 5.** $[\mathcal O,[\mathcal O,V]] = -\nabla^2V - 2\,\boldsymbol\Sigma\cdot(\nabla V\times\boldsymbol\pi)$.

*Proof.* $V$ commutes with the matrices $\alpha_j$, so $[\mathcal O,V] = \alpha_j[\pi_j,V] = -i\alpha_j\,\partial_jV$. Then

$$[\mathcal O,[\mathcal O,V]] = -i\left(\alpha_i\alpha_j\,\pi_i\,\partial_jV - \alpha_j\alpha_i\,\partial_jV\,\pi_i\right).$$

Insert (1). The $\delta_{ij}$ parts give $\pi_i\,\partial_iV - \partial_iV\,\pi_i = [\pi_i,\partial_iV] = -i\nabla^2V$. In the antisymmetric parts $\epsilon_{jik} = -\epsilon_{ijk}$ turns the difference into a sum, $i\epsilon_{ijk}\Sigma_k(\pi_i\,\partial_jV + \partial_jV\,\pi_i)$. Now $\pi_i\,\partial_jV = \partial_jV\,\pi_i - i\,\partial_i\partial_jV$, and the last term vanishes on contraction with $\epsilon_{ijk}$ by (A1). The sum is therefore $2i\epsilon_{ijk}\Sigma_k\,\partial_jV\,\pi_i$. Since $(\nabla V\times\boldsymbol\pi)_k = \epsilon_{jik}\,\partial_jV\,\pi_i = -\epsilon_{ijk}\,\partial_jV\,\pi_i$, it equals $-2i\,\boldsymbol\Sigma\cdot(\nabla V\times\boldsymbol\pi)$. Multiplying both parts by the prefactor $-i$ gives $(-i)(-i)\nabla^2V = -\nabla^2V$ and $(-i)(-2i) = -2$. $\blacksquare$

The factor $\pi_i$ in the spin-orbit term is the outer $\mathcal O$ of the double commutator, carried through unchanged. In the inner commutator $\mathbf A$ drops out because it commutes with $V$; in the outer one it survives because $\boldsymbol\alpha\cdot\mathbf A$ and $\boldsymbol\alpha\cdot\nabla V$ do not commute as matrices.

The Dirac Hamiltonian has been brought to block-diagonal form through order $c^{-2}$, and the operators that enter its even part have been evaluated explicitly. It remains to prove gauge covariance, assemble (3), and apply it to an electron in a magnetic field.
